# Does Ehrenfest light–matter dynamics reproduce spontaneous decay?

## The argument under review

The manuscript treats an excited two-level emitter quantum mechanically and the electromagnetic field classically. The field starts empty and is driven by the emitter's mean dipole. The argument has three steps:

1. The oscillating mean dipole radiates, and the radiated energy is taken from the emitter.
2. For a weakly excited emitter, the resulting loss rate equals the quantum-electrodynamic rate $\Gamma$.
3. Ehrenfest dynamics therefore reproduces spontaneous decay, $P_e(t)=P_e(0)e^{-\Gamma t}$, for any initial upper-level population $P_e(0)$.

Step 1 is sound, and step 2 is sound provided the weakly excited emitter is in a pure state. Step 3 does not follow, because the radiated power depends on the mean dipole, and the mean dipole is not fixed by the upper-level population in the way the argument needs. An emitter prepared wholly in its upper level shows the difficulty: it has maximal energy to lose and no mean dipole with which to lose it. The question is what law replaces the exponential.

## The common model

I use atomic units, $\hbar=1$, with Gaussian field normalization and $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The upper and lower states are $|e\rangle$ and $|g\rangle$, separated by $\omega_0$, with a real transition dipole $\mathbf d$ of magnitude $d$ and no permanent dipoles. Define

$$\sigma_+=|e\rangle\langle g|,\quad \sigma_-=|g\rangle\langle e|,\quad \sigma_x=\sigma_++\sigma_-,$$
$$\sigma_y=-i(\sigma_+-\sigma_-),\quad \sigma_z=|e\rangle\langle e|-|g\rangle\langle g|.$$

In a box of volume $V$, the electric field at the emitter is $\sum_k i\sqrt{2\pi\omega_k/V}\,\mathbf e_k(a_k-a_k^\dagger)$, where $k$ labels wave vector and polarization. Replacing $a_k$ by $-ia_k$ turns $i(a_k-a_k^\dagger)$ into $a_k+a_k^\dagger$. The coupling $-\mathbf d\cdot\mathbf E\,\sigma_x$ then gives

$$H=\frac{\omega_0}{2}\sigma_z+\sum_k\omega_ka_k^\dagger a_k-\sum_kg_k(a_k+a_k^\dagger)\sigma_x,\qquad g_k=\sqrt{\frac{2\pi\omega_k}{V}}\,\mathbf e_k\cdot\mathbf d .$$

The dipole self-energy is proportional to $\sigma_x^2=1$, so in this two-level space it is a constant and is omitted.

I assume weak coupling, $\Gamma\ll\omega_0$, a mode spectrum smooth near $\omega_0$, and no field returning to the emitter. For a point dipole the frequency shifts contain divergent high-frequency sums; a cutoff is understood, with the remaining shifts small compared with $\omega_0$.

## The quantum benchmark

Near resonance, the rotating-wave approximation keeps $-\sum_kg_k(\sigma_+a_k+a_k^\dagger\sigma_-)$. Measure energy from $|g,0\rangle$ and write the state as

$$|\psi\rangle=c_g|g,0\rangle+A|e,0\rangle+\sum_kB_k|g,1_k\rangle .$$

The first component is uncoupled and $c_g$ stays constant. The others obey

$$i\dot A=\omega_0A-\sum_kg_kB_k,\qquad i\dot B_k=\omega_kB_k-g_kA .$$

With no photon initially, the second equation integrates to

$$B_k(t)=ig_k\int_0^t e^{-i\omega_k\tau}A(t-\tau)\,d\tau .$$

Set $A=\tilde A e^{-i\omega_0t}$ and insert $B_k$ into the first equation:

$$\dot{\tilde A}(t)=-\sum_kg_k^2\int_0^t e^{-i(\omega_k-\omega_0)\tau}\tilde A(t-\tau)\,d\tau .$$

The sum over a smooth continuum decays quickly in $\tau$. At weak coupling $\tilde A$ hardly changes during that memory time, so it can be taken outside the integral and the upper limit extended to infinity. Since $\int_0^\infty e^{-ix\tau}d\tau=\pi\delta(x)-i\,\mathcal P(1/x)$, where $\mathcal P$ denotes the principal value, the real part of the coefficient is $-\Gamma/2$, with

$$\Gamma=2\pi\sum_kg_k^2\,\delta(\omega_k-\omega_0).$$

The imaginary part shifts the frequency. Therefore $P_e=|A|^2=P_e(0)e^{-\Gamma t}$, including when the initial state is a superposition with $c_g\neq0$.

In free space, summing over the two polarizations gives $\sum(\mathbf e_k\cdot\mathbf d)^2=d^2(1-\cos^2\theta)$, where $\theta$ is the angle between wave vector and dipole. Its angular integral is $2\pi d^2\int_{-1}^1(1-u^2)du=8\pi d^2/3$. With $k^2dk=\omega^2d\omega/c^3$,

$$\Gamma=2\pi\,\frac{V}{(2\pi)^3}\,\frac{2\pi\omega_0}{V}\,\frac{8\pi d^2}{3}\,\frac{\omega_0^2}{c^3}=\frac{4\omega_0^3d^2}{3c^3}.$$

This is the rate against which the Ehrenfest calculation must be judged.

## What the classical field does

In Ehrenfest dynamics $a_k$ is a complex number driven by the mean value $s_x=\langle\sigma_x\rangle$. The emitter feels the real number $F=2\sum_kg_k\operatorname{Re}a_k$:

$$i\dot a_k=\omega_ka_k-g_ks_x,\qquad H_{\rm emitter}=\frac{\omega_0}{2}\sigma_z-F\sigma_x .$$

No rotating-wave approximation is made here. From $\dot s_j=\langle i[H_{\rm emitter},\sigma_j]\rangle$ and $[\sigma_x,\sigma_y]=2i\sigma_z$ with its cyclic permutations,

$$\dot s_x=-\omega_0s_y,\qquad \dot s_y=\omega_0s_x+2Fs_z,\qquad \dot s_z=-2Fs_y .$$

Because $P_e=(1+s_z)/2$, the energy balance is

$$\dot P_e=-Fs_y,\qquad \omega_0\dot P_e=F\dot s_x .$$

The emitter's energy changes by the work that the field does on the mean dipole. To find this work, solve for the initially empty field:

$$a_k(t)=ig_k\int_0^te^{-i\omega_k\tau}s_x(t-\tau)\,d\tau,$$
$$F(t)=2\sum_kg_k^2\int_0^t\sin(\omega_k\tau)\,s_x(t-\tau)\,d\tau .$$

Let $\rho$ be the emitter's density matrix and $\rho_{eg}=\langle e|\rho|g\rangle$ its coherence. Then $s_x=\rho_{eg}+\rho_{eg}^*$ and $s_y=i(\rho_{eg}-\rho_{eg}^*)$. At weak coupling $\rho_{eg}(t-\tau)\simeq\rho_{eg}(t)e^{i\omega_0\tau}$ over the field's memory time. Hence

$$F=\chi\rho_{eg}+\chi^*\rho_{eg}^*,\qquad \chi=2\sum_kg_k^2\int_0^\infty\sin(\omega_k\tau)e^{i\omega_0\tau}\,d\tau .$$

The imaginary part follows from the product formula for two sines:

$$\operatorname{Im}\chi=\sum_kg_k^2\int_0^\infty\left[\cos(\omega_k-\omega_0)\tau-\cos(\omega_k+\omega_0)\tau\right]d\tau$$
$$=\pi\sum_kg_k^2\,\delta(\omega_k-\omega_0)=\frac{\Gamma}{2}.$$

The second cosine gives $\delta(\omega_k+\omega_0)$, which vanishes for positive frequencies. The real part of $\chi$ contributes a force $(\operatorname{Re}\chi)s_x$. Its power is proportional to $s_x\dot s_x=\tfrac12d(s_x^2)/dt$, which averages to zero over a cycle of nearly constant amplitude. In the equation for $s_y$ it changes $\omega_0$ to $\omega_0+2s_z\operatorname{Re}\chi$, while the equation for $s_x$ is unchanged. The oscillation frequency becomes $\sqrt{\omega_0(\omega_0+2s_z\operatorname{Re}\chi)}\simeq\omega_0+s_z\operatorname{Re}\chi$, a frequency shift.

Now multiply $F$ by $s_y$. Terms in $\rho_{eg}^2$ and $\rho_{eg}^{*2}$ oscillate at $2\omega_0$ and average out. The remaining terms give

$$\overline{Fs_y}=i(\chi^*-\chi)|\rho_{eg}|^2=2\operatorname{Im}\chi\,|\rho_{eg}|^2=\Gamma|\rho_{eg}|^2 .$$

To leading order in the coupling, the cycle-averaged law is therefore

$$\boxed{\dot P_e=-\Gamma|\rho_{eg}|^2.}$$

Larmor's formula gives the same loss. The mean dipole $d\,s_x$ has amplitude $2d|\rho_{eg}|$, so its mean squared acceleration is $\omega_0^4(2d|\rho_{eg}|)^2/2$. The radiated power is

$$\frac{2}{3c^3}\,\frac{\omega_0^4\,4d^2|\rho_{eg}|^2}{2}=\frac{4\omega_0^4d^2}{3c^3}|\rho_{eg}|^2=\omega_0\Gamma|\rho_{eg}|^2 .$$

Step 1 of the manuscript is thus confirmed. Energy is conserved, the dipole radiates, and the coefficient is the quantum one. The difference lies in the factor multiplying $\Gamma$.

## The decay law for a pure emitter

If the emitter has state $c_e|e\rangle+c_g|g\rangle$, then $|\rho_{eg}|^2=|c_ec_g^*|^2=P_eP_g$, where $P_g=1-P_e$. A classical force acts through a Hamiltonian, so the emitter stays pure and this relation holds throughout. Hence

$$\dot P_e=-\Gamma P_gP_e .$$

The instantaneous decay rate, $-\dot P_e/P_e$, is $\Gamma P_g$: the quantum rate multiplied by the ground-state population. To solve the equation, consider the ratio $R=P_e/P_g$. Since $\dot P_g=-\dot P_e=\Gamma P_gP_e$,

$$\frac{d}{dt}\ln R=\frac{\dot P_e}{P_e}-\frac{\dot P_g}{P_g}=-\Gamma P_g-\Gamma P_e=-\Gamma .$$

In Ehrenfest dynamics it is the ratio of populations that decays exponentially. With $P_e=R/(1+R)$,

$$P_e(t)=\frac{1}{1+\dfrac{P_g(0)}{P_e(0)}\,e^{\Gamma t}} .$$

This is a logistic curve. Three regimes explain why step 2 could be right and step 3 wrong.

**Weak excitation.** If $P_e(0)\ll1$, then $P_g\simeq1$ throughout and the curve reduces to $P_e(0)e^{-\Gamma t}$. The emitter then responds like a classical oscillator.

**Strong excitation.** If $P_g(0)\ll1$, decay begins at the small rate $\Gamma P_g(0)$. The ground population first grows as $e^{\Gamma t}$, which enlarges the dipole and speeds up the emission. The power $\omega_0\Gamma P_eP_g$ peaks when $P_e=1/2$, that is, when $R=1$. For $P_e(0)>1/2$ this occurs at

$$\Gamma t_{\rm peak}=\ln\frac{P_e(0)}{P_g(0)} .$$

At $P_e(0)=1$, both $s_x$ and $s_y$ vanish, no field is created, and the state is stationary. It is unstable, since any small coherent ground-state admixture grows. An initial field would also supply a force and start the motion, but the present law would then need an additional driving term.

**Late times.** When $P_e$ has become small, $P_e\simeq[P_e(0)/P_g(0)]e^{-\Gamma t}$. The tail has the quantum rate but the wrong prefactor. A fit to the tail alone would therefore appear to support the manuscript's conclusion.

The time at which the population has fallen to $P_e(0)/e$ makes the comparison quantitative. The initial ratio is $P_e(0)/[1-P_e(0)]$ and the final ratio is $P_e(0)/[e-P_e(0)]$. The logarithm of their quotient is $\Gamma t$, so

$$\Gamma t_{1/e}=\ln\frac{e-P_e(0)}{1-P_e(0)} .$$

It tends to 1 for weak excitation, as it should, and grows without bound as $P_e(0)\to1$.

## A condition the corrected claim needs

The factor $P_g$ relies on purity. Suppose instead that a mixed density matrix, as a whole, drives one shared classical field. The boxed law still applies, but $|\rho_{eg}|^2$ is smaller than $P_eP_g$.

Let the eigenvalues of $\rho$ be $\lambda<\Lambda$, with $\lambda+\Lambda=1$ and $r=\Lambda-\lambda>0$. Hamiltonian evolution conserves them, and hence also the determinant $P_eP_g-|\rho_{eg}|^2=\lambda\Lambda$. Therefore

$$|\rho_{eg}|^2=P_e(1-P_e)-\lambda\Lambda=(P_e-\lambda)(\Lambda-P_e).$$

Put $P_e=\lambda+ry$. The two factors become $ry$ and $r(1-y)$, so

$$r\dot y=-\Gamma r^2y(1-y)\quad\Longrightarrow\quad \dot y=-\Gamma r\,y(1-y).$$

The curve is again logistic, but slower, and it ends at $P_e=\lambda$ instead of in the ground state. Without initial coherence there is no decay at all: the mean dipole is zero whatever the populations. An ensemble of pure emitters, each driving its own field, is a different calculation; each member then follows the pure-state law.

## Where the missing emission went

The quantum and Ehrenfest calculations use the same couplings $g_k$. The non-resonant terms kept in the Ehrenfest equations drop out of the cycle-averaged loss, since the second cosine in $\operatorname{Im}\chi$ contributes nothing and the terms at $2\omega_0$ average out. The discrepancy therefore comes from the mean-field closure. It can be located in the quantum energy flow. With $\Pi=|e\rangle\langle e|$, one has $[\sigma_+a_k,\Pi]=-\sigma_+a_k$ and $[a_k^\dagger\sigma_-,\Pi]=a_k^\dagger\sigma_-$. In the rotating-wave model,

$$\dot P_e=\langle i[H,\Pi]\rangle=-i\sum_kg_k\left(\langle a_k^\dagger\sigma_-\rangle-\langle\sigma_+a_k\rangle\right)=-2\sum_kg_k\operatorname{Im}\langle\sigma_+a_k\rangle .$$

Ehrenfest dynamics replaces $\langle\sigma_+a_k\rangle$ by $\langle\sigma_+\rangle\langle a_k\rangle$. For the quantum state written above,

$$\langle\sigma_+a_k\rangle=A^*B_k,\qquad \langle\sigma_+\rangle=A^*c_g,\qquad \langle a_k\rangle=c_g^*B_k,$$

and therefore

$$\langle\sigma_+\rangle\langle a_k\rangle=|c_g|^2\langle\sigma_+a_k\rangle=P_g(0)\,\langle\sigma_+a_k\rangle .$$

The factorized flow is the quantum flow multiplied by the initial ground-state population. For $c_g=0$ it vanishes: the emitter and field are correlated, although neither has a mean amplitude.

In this quantum state the suppression factor remains $P_g(0)$, since $c_g$ is constant. The ground population gained by emission is accompanied by a photon, so it adds nothing to the emitter's own coherence $\rho_{eg}=Ac_g^*$. In Ehrenfest dynamics the emitter stays pure, so population arriving in $|g\rangle$ is coherent with what remains in $|e\rangle$. The factor therefore follows the current value $P_g(t)$, and the curve accelerates.

For a pure emitter the missing loss is $\Gamma P_e-\Gamma P_eP_g=\Gamma P_e^2$. This is not a universal correction term: once a repair makes the emitter mixed, the amount missing from the boxed law is $\Gamma(P_e-|\rho_{eg}|^2)$.

## Size of the effect in hydrogen

Consider the $2p_z\to1s$ transition with a fixed nucleus and nonrelativistic orbitals. Restricting the atom to these two states is an assumption of the example. The radial functions are $2e^{-r}$ and $re^{-r/2}/(2\sqrt6)$, and the angular integral of $\cos\theta$ is $1/\sqrt3$. Thus

$$d=\frac{1}{\sqrt3}\,\frac{1}{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt{18}}\left(\frac23\right)^5=0.74494\ \text{a.u.}$$

With $\omega_0=0.3750$ hartree and $c=137.036$ a.u.,

$$\Gamma=\frac{4(0.3750)^3(0.74494)^2}{3(137.036)^3}=1.516\times10^{-8}\ \text{a.u.}=6.268\times10^8\ \text{s}^{-1}.$$

The quantum lifetime is $1/\Gamma=1.595$ ns; with the reduced mass the values become $6.265\times10^8\ \text{s}^{-1}$ and 1.596 ns. For $P_e(0)=0.99$, the Ehrenfest $1/e$ time is instead

$$t_{1/e}=\ln\left(\frac{2.718-0.99}{0.01}\right)\frac1\Gamma=5.152\times1.595\ \text{ns}\simeq8.22\ \text{ns}.$$

Other coherent initial states give:

| $P_e(0)$ | $\Gamma t_{1/e}$ | Hydrogen, ns |
|---:|---:|---:|
| 0.05 | 1.033 | 1.65 |
| 0.50 | 1.490 | 2.38 |
| 0.90 | 2.900 | 4.63 |
| 0.99 | 5.152 | 8.22 |

At $P_e(0)=0.99$ the emission peaks after $\ln99/\Gamma=4.595/\Gamma=7.33$ ns, whereas the quantum emission rate is largest at the start, apart from the short memory time.

These times assume that the shift $\operatorname{Re}\chi$ is small compared with $\omega_0$, and in this model that depends on the cutoff. For a sharp cutoff at wave number $k_c\gg\omega_0/c$, $\operatorname{Re}\chi\simeq4d^2k_c^3/(9\pi)$. For hydrogen this is $2\times10^{-4}\omega_0$ at $k_c=0.1/a_0$, $0.006\,\omega_0$ at $0.3/a_0$ and $0.21\,\omega_0$ at $1/a_0$, where $a_0$ is the Bohr radius. The numbers above therefore apply only for a cutoff well below $1/a_0$. With a larger shift the oscillation frequency changes as $s_z$ falls, the rate changes with it, and $\ln(P_e/P_g)$ is no longer straight. For an $\omega^3$ spectrum with an exponential cutoff and $\Gamma=0.005\,\omega_0$, the value $\Gamma t_{1/e}=5.15$ for $P_e(0)=0.99$ becomes 4.89 when $\operatorname{Re}\chi=0.045\,\omega_0$ and 4.21 when $\operatorname{Re}\chi=0.18\,\omega_0$.

Direct propagation for hydrogen would have to resolve $\Gamma/\omega_0=4.0\times10^{-8}$. The numerical check therefore uses a model with $\omega_0=1$, $\Gamma=0.005$ and 720 discrete modes of equal coupling spread evenly from 0 to $2\omega_0$, for which $\operatorname{Re}\chi$ is smaller than $\Gamma$, and compares populations at equal $\Gamma t$. The Ehrenfest equations are propagated without a rotating-wave approximation; the quantum populations come from diagonalizing the one-excitation Hamiltonian with the same couplings. For $P_e(0)=0.99$:

| $\Gamma t$ | Ehrenfest | Logistic | QED | Ehrenfest rate$/\Gamma$ | Mean $P_g$ |
|---:|---:|---:|---:|---:|---:|
| 1 | 0.973 | 0.973 | 0.365 | 0.027 | 0.027 |
| 3 | 0.833 | 0.831 | 0.049 | 0.167 | 0.167 |
| 5 | 0.403 | 0.400 | 0.007 | 0.596 | 0.597 |
| 7 | 0.083 | 0.083 | 0.001 | 0.920 | 0.916 |

The rate is measured from the logarithm of the simulated population over six optical periods, and $P_g$ is averaged over the same interval. Across all the initial states propagated, the largest absolute population difference from the derived laws is 0.004. That is comparable with $\Gamma/\omega_0=0.005$, the order at which corrections are expected, although the program does not separate their causes.

The mixed-state law is checked with $P_e(0)=0.80$ and $\lambda=0.10$, so $r=0.80$. At $\Gamma t=10$ the simulated population is 0.102. The small excess over $\lambda$ is the unfinished logistic tail: initially $y/(1-y)=0.875/0.125=7$, which leaves approximately $0.80\times7e^{-8}\simeq0.002$.

## Requested changes

The claim of exponential decay should be restricted to weak excitation of an emitter in a pure state; a weakly excited mixed state driving a shared field relaxes only to $P_e=\lambda$. For a pure emitter at arbitrary excitation, the manuscript should state the rate as $\Gamma P_g$, together with the assumptions of weak coupling, frequency shifts small compared with $\omega_0$, an initially empty field, no returning radiation and no other damping. If radiation returns from a mirror or a cavity after a delay comparable with $1/\Gamma$ or longer, the memory integral for $F$ must be retained and the local law no longer applies. If the returning field dies out, after all its round trips, in a time short compared with the modified decay time, the law approximately keeps its form, with $\Gamma$ computed from the modified modes. A short single round trip is not enough: between good mirrors the field can persist long enough to re-excite the emitter.

The numerical evidence should include a strongly excited initial state and a plot of $\ln(P_e/P_g)$ alongside $\ln P_e$. Under the stated conditions, Ehrenfest dynamics makes the first a straight line of slope $-\Gamma$, while quantum decay makes the second one straight. A late-time fit of $\ln P_e$ cannot distinguish them by slope.

## Table of computed values

```
HYDROGEN 2p_z -> 1s
transition frequency = 0.3750 hartree
transition dipole = 0.74494 a.u.
speed of light = 137.036 a.u.
Gamma = 1.5162e-08 a.u. = 6.2683e+08 s^-1
Gamma/w0 = 4.043e-08
QED lifetime 1/Gamma = 1.5953 ns
lattice mode sum / formula = 0.99913
Larmor power / (w0 Gamma Pe Pg) = 0.999998
MODE MODEL (units with w0 = 1)
Gamma = 0.005, modes = 720, band = 0 to 2.0
time step = 0.1, end time = 2000
field return time = 2262
largest Ehrenfest energy drift = 2.7e-06
largest |QED survival - exp(-Gamma t)| = 0.0029
largest |Ehrenfest - derived law|, by start:
  Pe(0)=0.05, Bloch length=1.0: 0.0003
  Pe(0)=0.50, Bloch length=1.0: 0.0016
  Pe(0)=0.90, Bloch length=1.0: 0.0023
  Pe(0)=0.99, Bloch length=1.0: 0.0039
  Pe(0)=1.00, Bloch length=1.0: 0.0000
  Pe(0)=0.80, Bloch length=0.8: 0.0014
largest |Ehrenfest - exponential|, Pe(0)=0.90: 0.469
START Pe(0)=0.99: populations and local Ehrenfest rate
Gamma t | Ehrenfest | logistic | QED | rate/Gamma | mean Pg
  1 | 0.9734 | 0.9733 | 0.3648 | 0.0266 | 0.0266
  2 | 0.9311 | 0.9305 | 0.1340 | 0.0686 | 0.0690
  3 | 0.8332 | 0.8313 | 0.0492 | 0.1667 | 0.1672
  4 | 0.6470 | 0.6445 | 0.0181 | 0.3534 | 0.3526
  5 | 0.4031 | 0.4001 | 0.0066 | 0.5955 | 0.5967
  6 | 0.1993 | 0.1970 | 0.0024 | 0.8032 | 0.8010
  7 | 0.0833 | 0.0828 | 0.0009 | 0.9199 | 0.9164
  8 | 0.0324 | 0.0321 | 0.0003 | 0.9672 | 0.9676
TIME TO FALL TO Pe(0)/e (QED: Gamma t = 1)
Pe(0) | Gamma t simulated | Gamma t formula | hydrogen, ns
  0.05 | 1.032 | 1.033 | 1.648
  0.50 | 1.490 | 1.490 | 2.377
  0.90 | 2.909 | 2.900 | 4.627
  0.99 | 5.168 | 5.152 | 8.220
EMISSION PEAK (Pe = 1/2), Pe(0)=0.99
Gamma t simulated = 4.607, formula = 4.595
hydrogen delay = 7.331 ns
SPECIAL STARTS, Ehrenfest at Gamma t = 10
Pe(0)=1: final Pe = 1.0000
mixed, Pe(0)=0.80: final Pe = 0.1019
smaller eigenvalue of mixed state = 0.1000
EXACT STATE at Gamma t = 1, Pe(0)=0.90
QED decay rate / Gamma = 0.9990
factorized flow / exact flow = 0.10000
```
